# Self-Scattering for Ballistic Carriers with a Keldysh Ionisation Rate

Two runs of the same sampler follow 200 000 electrons each, from rest, through the same field. One gives a mean time to the first impact ionisation of 95.4 fs, the other 167 fs. The ionisation rate is the same in both, and the statistical errors are far smaller than the difference. The runs differ only in an auxiliary quantity, the trial rate, which ought to drop out of the answer. This section shows when it does drop out, what is sampled when it does not, and what a good choice costs.

## The flight

An electron starts in an ellipsoidal valley with inverse mass tensor $M^{-1}$ and feels a constant force $eF>0$ along $+x$. Collisions with phonons are left out for now. With momentum $\mathbf p(t)=\mathbf p_0+eFt\,\hat{\mathbf x}$, measured from the valley minimum, the energy above that minimum is

$$E(t)=\tfrac12\,\mathbf p^{T}M^{-1}\mathbf p=E_0+eFv_0t+ct^2,\qquad c=\frac{(eF)^2}{2m},$$

where $1/m=(M^{-1})_{xx}$ and $v_0=(M^{-1}\mathbf p_0)_x$ is the initial velocity along the force. Completing the square gives

$$E(t)=E_{\min}+c\,(t-t_{\rm turn})^2,\qquad t_{\rm turn}=-\frac{mv_0}{eF},\qquad E_{\min}=E_0-\tfrac12mv_0^2 .$$

A start against the force has $v_0<0$ and a positive turning time. Since $dE/dt=eFv_x$, the energy gained is $eF$ times the displacement along $x$.

The example uses rough values for germanium. For a valley with unit axis $\mathbf n$,

$$M^{-1}=\frac{1}{m_t}\,I+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf n\mathbf n^{T}.$$

The four valley axes lie along the $\langle111\rangle$ directions, so a [100] field has $n_x^2=1/3$ in each of them, and $1/m=(1/m_l+2/m_t)/3$. The model takes $m_l=1.58$ and $m_t=0.082$ electron masses as inputs, without claiming that germanium's masses are known here to that accuracy. They give $m=0.120$. The field is 0.2 MV/cm, or $eF=0.020$ eV/nm, which gives $c=2.934\times10^{-4}$ eV/fs$^2$.

## The survival integral

The Keldysh rate with threshold $E_{\rm th}$ is

$$W(E)=P\left(\frac{E-E_{\rm th}}{E_{\rm th}}\right)^2\quad(E>E_{\rm th}),\qquad W=0\ \text{otherwise},$$

so $P$ is the rate at twice the threshold. Let $S(t)$ be the probability that the first ionisation time $T$ exceeds $t$. Surviving a further $dt$ has probability $1-W\,dt$, hence $dS/dt=-WS$ and

$$S(t)=e^{-\Lambda(t)},\qquad \Lambda(t)=\int_0^tW(E(t'))\,dt'.$$

The density of $T$ is $-dS/dt=WS$. Integrating by parts,

$$\langle T\rangle=-\int_0^\infty t\,\frac{dS}{dt}\,dt=\int_0^\infty S\,dt ,$$

because $tS$ vanishes at both limits.

For the parabolic band $\Lambda$ has a closed form. Put $\tau=\sqrt{E_{\rm th}/c}$, $y=(t-t_{\rm turn})/\tau$ and $b=1-E_{\min}/E_{\rm th}$. Then $E=E_{\min}+E_{\rm th}y^2$, so $E/E_{\rm th}-1=y^2-b$, and the rate is $P(y^2-b)^2$ wherever $y^2>b$. An antiderivative of $(y^2-b)^2$ is

$$A(y)=\frac{y^5}{5}-\frac{2b}{3}y^3+b^2y .$$

Below threshold, for $|y|<y_b=\sqrt{\max(b,0)}$, nothing may be added. The function

$$J(y)=\operatorname{sgn}(y)\,\bigl[A(\max(|y|,y_b))-A(y_b)\bigr]$$

is zero there and has slope $(y^2-b)^2$ outside. With $dt=\tau\,dy$ and $y_0=-t_{\rm turn}/\tau$,

$$\Lambda(t)=P\tau\,[J(y)-J(y_0)] .$$

From rest at the valley minimum, $b=1$, $y_0=0$ and $A(1)=\frac15-\frac23+1=\frac8{15}$. For $s=t/\tau>1$,

$$\Lambda=P\tau\left(\frac{s^5}{5}-\frac{2s^3}{3}+s-\frac{8}{15}\right).$$

The example has $E_{\rm th}=0.8$ eV and $P=10^{13}$ s$^{-1}=0.01$ fs$^{-1}$. The threshold is reached after $\tau=\sqrt{0.8/(2.934\times10^{-4})}=52.2$ fs and $0.8/0.020=40$ nm, and $P\tau=0.522$. At 100 fs, $s=1.9151$, the bracket is $5.152-4.683+1.915-0.533=1.851$, $\Lambda=0.967$ and $S=0.380$.

Two limits show what sets the time scale. Just above threshold, with $s=1+\delta$, the integrand $(s^2-1)^2$ is $4\delta^2$ to leading order, so $\Lambda\approx\frac43P\tau\,\delta^3$. If $P\tau\gg1$, typical carriers ionise at $\delta\sim(P\tau)^{-1/3}\ll1$, and the threshold acts as a hard one. If $P\tau\ll1$, they go far beyond it, where $\Lambda\approx Pt^5/(5\tau^4)$ and all times scale as $P^{-1/5}$ at fixed $\tau$. The example lies between the limits. Dividing $P$ by ten at fixed field and threshold lengthens the mean time from 95.4 to 133.6 fs, a factor 1.40, where the far limit would give $10^{1/5}=1.58$.

## Sampling with trial events

Self-scattering avoids solving $\Lambda(T)=-\ln u$ for each carrier. Trial events are generated at a constant rate $\Gamma$. A trial at time $t$ is accepted as an ionisation with probability $W(E(t))/\Gamma$. Otherwise it is a self-scattering, which leaves the flight unchanged.

The acceptance probability must not exceed one, so $\Gamma\ge W$ is needed. Along an accelerated flight $W$ grows without limit, and no single constant can satisfy this at all times. Time is therefore cut into windows $[t_j,t_{j+1})$ of length $\Delta$, each with its own $\Gamma_j$. The bound is cheap to find. $E(t)$ has a single minimum, so its largest value in a window lies at one of the two ends, and $W$ never falls as $E$ rises. Hence

$$\Gamma_j=\max\{W(E(t_j)),\,W(E(t_{j+1}))\}.$$

The same choice holds for a Kane band, $E(1+\alpha E)=\gamma(t)$, where $\gamma$ is the parabolic energy, because $E$ increases with $\gamma$.

For a carrier alive at $t_j$ the procedure is:

1. If $\Gamma_j=0$, move to $t_{j+1}$ and enter the next window.
2. Draw a waiting time $-\ln(u)/\Gamma_j$, with $u$ uniform on $(0,1)$, and add it to the clock.
3. If the clock has passed $t_{j+1}$, set it back to $t_{j+1}$ and enter the next window with a fresh draw.
4. Otherwise draw a second uniform number $u'$. If $u'\Gamma_j<W$ at the new time, record the ionisation; if not, return to step 2.

To prove that this gives $S(t)$, take a time $t$ inside window $j$. The probability density for trials at the ordered times $t_1<\dots<t_n$ and no others between $t_j$ and $t$ is a product of $n$ factors $\Gamma_je^{-\Gamma_j(\text{wait})}$ and a last factor for no further trial. The waits add up to $t-t_j$, so the product is $\Gamma_j^n e^{-\Gamma_j(t-t_j)}$. All $n$ trials are rejected with probability $\prod_i[1-W(t_i)/\Gamma_j]$. Multiplying turns each factor $\Gamma_j$ into $\Gamma_j-W(t_i)$. The result is symmetric in the times, so its integral over ordered times is $1/n!$ of the integral over all times. Summing over $n$,

$$e^{-\Gamma_j(t-t_j)}\sum_{n=0}^{\infty}\frac1{n!}\left[\int_{t_j}^{t}(\Gamma_j-W)\,dt'\right]^n=\exp\left[-\int_{t_j}^{t}W\,dt'\right].$$

The trial rate has cancelled. The restart at an edge is harmless because an exponential wait has no memory: knowing that no trial came before $t_{j+1}$ says nothing about what follows. The factors of successive windows multiply, and their exponents add up to $\Lambda(t)$. The window length causes no discretisation error; it affects the cost alone.

## When the trial rate is too small

If $W>\Gamma$, the comparison $u'\Gamma<W$ succeeds every time, and the code runs on without complaint. The acceptance probability is then $\min(1,W/\Gamma)$, and the proof applies with $W$ replaced by $\min(W,\Gamma)$. Ionisation comes too late.

This explains the 167 fs of the opening, where $\Gamma$ was held at $P$. The cap takes hold at $E=2E_{\rm th}$, that is at $t=\sqrt2\,\tau=73.8$ fs. There the closed formula gives $\Lambda=0.066$ and $S=0.936$. From then on the rate is constant, and the mean remaining time is $1/P=100$ fs. The mean is therefore close to $73.8+0.936\times100=167.4$ fs, less the small area between $S$ and one before the cap. Quadrature with the capped rate gives 167.1 fs and the sample 167.0 fs. More carriers would only fix this wrong value more sharply.

## Statistical error and what the comparison can detect

The number of survivors at a fixed time is binomial, so the sampled $S$ has standard error $\sqrt{S(1-S)/N}$. At 100 fs and $N=200\,000$ this is $\sqrt{0.380\times0.620/200\,000}=0.0011$. Start from rest, with 20 fs windows:

| $t$ (fs) | sampled $S$ | exact $S$ | standard error |
|---|---|---|---|
| 60 | 0.9973 | 0.9974 | 0.0001 |
| 80 | 0.8596 | 0.8597 | 0.0008 |
| 100 | 0.3801 | 0.3803 | 0.0011 |
| 120 | 0.0340 | 0.0337 | 0.0004 |

The sampled mean time is 95.42 fs with a standard error of 0.03 fs, and the integral $\int S\,dt$ gives 95.42 fs. Halving the number of quadrature intervals moves the latter by $7\times10^{-6}$ fs, so the reference adds nothing visible to the error.

The standard error also gives the spread of $T$, $0.031\sqrt{200\,000}\approx14$ fs. From rest $E=ct^2$, so the mean energy at ionisation is $c(\langle T\rangle^2+\operatorname{Var}T)\approx2.67+0.06=2.73$ eV, in agreement with the sampled 2.73 eV. It is more than three times the threshold.

The whole distribution is compared through the Kolmogorov distance $D$, the largest gap between the sampled and the exact distribution function. For a correct sampler and large $N$, $\sqrt N D$ exceeds 2.2 with a probability of about $2e^{-2(2.2)^2}\approx10^{-4}$. The start from rest gives 0.81. The sample with too small a trial rate gives 249 against the true law and 0.52 against the capped one. The test has a finite reach: an error that shifts the distribution function by much less than $2.2/\sqrt N\approx0.005$ would pass unseen.

## A start against the force

A carrier launched against the force tests the bound where $W$ falls with time. Let it start, within the parabolic model and only as a test of the sampler, at 2.5 eV with $E_{\min}=0.1$ eV. Then $t_{\rm turn}=\sqrt{2.4/c}=90.4$ fs, $b=0.875$ and $y_b=0.935$. The energy is below threshold within $y_b\tau=48.8$ fs of the turning time, from 41.6 to 139.3 fs, and $S$ is flat there.

The fraction ionised before the turn follows from $J$. Here $y_0=-1.732$ and $J(0)=0$, so

$$\Lambda(t_{\rm turn})=P\tau\,[A(1.732)-A(0.935)]=0.522\,(1.413-0.382)=0.538,$$

and $1-e^{-0.538}=0.416$. The sample gives 0.417, and $\sqrt ND=0.91$ for the whole distribution. While the carrier slows down, the larger rate lies at the start of the window; a bound taken from the window's end would be too small there and would bring back the failure described above.

## Cost and the window length

A carrier is alive at $t$ with probability $S(t)$ and then meets a trial in $dt$ with probability $\Gamma\,dt$. The mean number of trials is therefore

$$N_{\rm trial}=\int_0^\infty\Gamma(t)S(t)\,dt=1+\int_0^\infty(\Gamma-W)S\,dt ,$$

where the 1 is the accepted trial, $\int WS\,dt=1$. Each window with $\Gamma_j>0$ adds one restart with probability $S(t_{j+1})$. The sum of trials and restarts is the number of waiting times drawn. From rest, in the same field:

| $\Delta$ (fs) | trials | waiting times drawn |
|---|---|---|
| 2 | 1.07 | 22.3 |
| 10 | 1.40 | 5.44 |
| 20 | 1.96 | 4.23 |
| 40 | 3.79 | 4.68 |
| 80 | 12.9 | 13.8 |

These are the predicted means, and the means of samples of 50 000 carriers agree with them within the test limit of 4.5 standard errors.

For short windows the restarts number about $(\langle T\rangle-\tau)/\Delta=43.2/\Delta$, since windows wholly below threshold need no draw. At 2 fs this gives 21.6, against $22.3-1.1=21.2$. The rejected trials grow with $\Delta$. While the rate rises, $\Gamma-W$ averages $\frac12\Delta\,dW/dt$ over a short window, so their number is proportional to $\Delta$ to leading order. The growth is faster for long windows: with $\Delta=80$ fs the second window ends at 160 fs, where $W=0.70$ fs$^{-1}$, while at the mean ionisation time $W$ is only 0.055 fs$^{-1}$. Among the lengths tried, 20 fs needs the fewest draws. This is not a true minimum. The count also depends on where the window edges fall relative to the threshold time: $\Delta=26$ fs puts an edge at 52 fs, just below $\tau$, and the same formula gives 3.56 draws, while 28 fs gives 4.45. The best length belongs to this field, this rate and this start.

## Germanium beside the model

The parameters are rough values for a thin germanium avalanche layer at 300 K. The field is twice a rough breakdown field of thick layers (0.1 MV/cm), so it suits thin ones only. A layer 100 nm wide is crossed by a ballistic electron when $s^2=2.0/0.8=2.5$, and the closed formula then gives $S=0.82$: most such carriers would leave without ionising. Phonons break the model most severely. With a rough mean free path of 10 nm, counted along the field, a carrier meets on average 4 collisions before threshold and about 14 before the mean ionisation energy. Weighting $WS$ with the probability $e^{-x/(10\,\rm nm)}$ of no collision over the displacement $x$ leaves a fraction $1.1\times10^{-4}$ that ionises in free flight. The 95 fs is thus a property of the free-flight model and no estimate for a device.

Within the ballistic model, other assumptions also move the time, by very different amounts. A Kane band with $\alpha=0.3$ eV$^{-1}$ raises the mean to 117 fs; its sampled distribution passes the same comparison, with $\sqrt ND=0.66$. By the mean time the momentum has covered 0.52 of the half-way distance to the next valley, and there neither formula describes germanium. An empirical-pseudopotential estimate puts the top of the lowest conduction band along this path only about 1.6 to 1.8 eV above the valley minimum; the spread comes from the choice of local form factors, while the plane-wave cutoff matters far less. The parabola's mean ionisation energy of 2.73 eV cannot be reached in that band, and with the same rate $W(E)$ the mean free-flight time in it exceeds 200 fs. The remaining comparisons keep the parabola. Ten times larger $P$ gives 74 fs. In a [111] field the one valley along the field is heavy and needs 190 fs to reach threshold, while the other three, with $n_x^2=1/9$ and $m=0.092$, need 46 fs, against 52 fs here. Thermal starts at 300 K shorten the mean by only about 0.55 fs.

Phonons fit into the same scheme. If $R(E)$ is their total collision rate, $\Gamma$ must bound $W+R$, and a trial is an ionisation with probability $W/\Gamma$, a phonon collision with probability $R/\Gamma$, and a self-scattering otherwise. The proof above holds with $W+R$ in place of $W$ up to the first real event. After a phonon collision a new flight begins, with a new $E(t)$ and new bounds. If $R$ does not rise steadily with energy, the window ends no longer guarantee the bound, and an upper bound on $W+R$ over all energies reached in the window is needed. The numerical output lists the remaining sizes.

## Values computed for the example and the checks

```
INPUTS (rough typical values, germanium regime)
field 0.20 MV/cm; threshold 0.80 eV
rate at twice threshold 1.0e+13 1/s
masses long/trans 1.58 / 0.082 m_e
mass along [100] field 0.1199 m_e
temperature 300 K; carriers sampled 200000
START FROM REST, window 20 fs
energy coefficient c 2.9341e-04 eV/fs^2
time to threshold 52.22 fs
distance to threshold 40.0 nm
P times threshold time 0.5222
S(60 fs) sampled 0.99731 exact 0.99743 std.err 0.00011
S(80 fs) sampled 0.85958 exact 0.85969 std.err 0.00078
S(100 fs) sampled 0.38007 exact 0.38033 std.err 0.00109
S(120 fs) sampled 0.03395 exact 0.03369 std.err 0.00040
S(140 fs) sampled 0.00015 exact 0.00014 std.err 0.00003
median time sampled 95.62 exact 95.67 fs
mean time sampled 95.422 exact 95.421 fs
std. error of sampled mean 0.031 fs
mean energy sampled 2.7276 exact 2.7272 eV
shift of exact mean on halved grid 6.7e-06 fs
sqrt(N)*Kolmogorov distance (limit 2.2):
  rest 0.812, hot 0.908, Kane 0.661
HOT START AGAINST THE FORCE
start energy 2.50 eV, lowest 0.10 eV
no ionisation from 41.6 to 139.3 fs
ionised before turning: sampled 0.4166 exact 0.4162
COST PER CARRIER FROM REST (sampled / predicted)
window 2 fs: trials 1.069/1.070 draws 22.263/22.280
window 5 fs: trials 1.186/1.184 draws 9.761/9.768
window 10 fs: trials 1.405/1.402 draws 5.453/5.444
window 20 fs: trials 1.955/1.959 draws 4.228/4.231
window 40 fs: trials 3.785/3.789 draws 4.680/4.682
window 80 fs: trials 12.889/12.950 draws 13.748/13.810
TRIAL RATE TOO SMALL (constant, equal to P)
mean time sampled 167.03 fs, capped-rate law 167.11 fs
scaled distance: capped law 0.519, true law 249.2
NEGLECTED EFFECTS (rough sizes)
phonon mean free path assumed 10 nm
phonon collisions to threshold 4.0, to mean ionisation energy 13.6
fraction ionising with no phonon collision 1.10e-04
Kane band (0.3/eV): mean time 116.9 fs
momentum at mean time / half-way to next valley 0.52
[111] field, heavy valley: time to threshold 189.6 fs
thermal start: mean time 94.87 fs, turn rms 6.64 fs
mean time for P/10 133.6 fs, for 10P 74.1 fs
direct tunnelling: gap 0.8 eV, mass 0.02 m_e, exponent 28.8, factor 3.1e-13
band-edge filling at 1e+16 cm^-3: 9.7e-04
level width hbar*W at mean time 36.0 meV
field / thick-layer breakdown field 2.0
```
